**Current modulation on a shallow sinusoidal cathode: finite-element test**

For a cathode profile $a\cos kx$ with linear kinetics, the relative current modulation is $\varepsilon=ka/(1+k\Lambda)$, where $\Lambda=\kappa R$, $\kappa$ is the electrolyte conductivity and $R$ is the charge-transfer resistance times area. The program solves Laplace's equation by finite elements in the corrugated cell and asserts agreement with this formula, in its form for a finite cell gap, to within 0.5%. It also asserts that, at fixed amplitude and fixed $\Lambda$, the suppression deepens towards short wavelengths while the excess itself still rises and stays below $a/\Lambda$. The Tafel slope rule $R=b/i_0$, with $b$ the Tafel slope per e-fold and $i_0$ the mean current density, and the formula for a depleted diffusion layer are each asserted to within 1%. For rough iron-plating parameters the output gives $\Lambda=2.50$ mm and, for a 20 µm amplitude at 1 mm wavelength, an excess of 0.75% instead of 12.6% without charge-transfer resistance. It also shows that a diffusion layer with a flat outer edge would raise this excess to 1.95%, whereas a layer that follows the profile gives 0.79%.

## Numerical verification

```python
"""
Result under test: on a cathode z = a cos(kx) with linear kinetics,
    i/i0 = 1 + eps cos(kx),   eps = k a / (1 + k Lam),   Lam = kappa R,
for a distant counter electrode (k -> k coth(kH) for a flat one at z = H).
  a, k   : amplitude and wavenumber of the profile; crests face the electrolyte
  i0     : mean current density into the cathode
  kappa  : electrolyte conductivity;  R : charge-transfer resistance times area
  Lam    : kinetic length;  b : Tafel slope per e-fold, R = b/i0
The independent side is a finite-element solution of Laplace's equation in the
corrugated cell. It works with i0 = 1, kappa = 1, so potentials are lengths.
A diffusion layer (thickness delta, fraction u of limiting current) is added to
size the neglected depletion; m = u/((1-u) delta).
"""
import numpy as np
from scipy import constants as const
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

NX, NZ = 48, 80
COS = np.cos(np.linspace(0.0, np.pi, NX + 1))


def surface_map(k, a, depth, follow=False):
    """Matrix Z with (surface value) = (top value) - Z @ (normal flux).
    Half a period is meshed; the top is flat or follows the profile."""
    x = np.linspace(0.0, np.pi / k, NX + 1)
    h = a * np.cos(k * x)
    top = depth + (h if follow else 0.0 * h)
    s = (np.linspace(0.0, 1.0, NZ + 1) ** 1.5)[:, None]
    zz = (h + s * (top - h)).ravel()
    xx = np.tile(x, NZ + 1)
    node = np.arange((NX + 1) * (NZ + 1)).reshape(NZ + 1, NX + 1)
    n00, n10 = node[:-1, :-1].ravel(), node[:-1, 1:].ravel()
    n01, n11 = node[1:, :-1].ravel(), node[1:, 1:].ravel()
    tri = np.vstack([np.column_stack([n00, n10, n11]),
                     np.column_stack([n00, n11, n01])])
    px, pz = xx[tri], zz[tri]
    gx = np.roll(pz, -1, axis=1) - np.roll(pz, -2, axis=1)
    gz = np.roll(px, -2, axis=1) - np.roll(px, -1, axis=1)
    area = 0.5 * ((px[:, 1] - px[:, 0]) * (pz[:, 2] - pz[:, 0])
                  - (px[:, 2] - px[:, 0]) * (pz[:, 1] - pz[:, 0]))
    assert area.min() > 0.0
    local = (gx[:, :, None] * gx[:, None, :]
             + gz[:, :, None] * gz[:, None, :]) / (4 * area[:, None, None])
    rows = np.repeat(tri, 3, axis=1).ravel()
    cols = np.tile(tri, (1, 3)).ravel()
    size = node.size
    stiff = coo_matrix((local.ravel(), (rows, cols)), shape=(size, size)).tocsr()
    ns, last = NX + 1, NZ * (NX + 1)
    k_ss = stiff[:ns, :ns].toarray()
    k_si = stiff[:ns, ns:last].toarray()
    inner = splu(stiff[ns:last, ns:last].tocsc())
    schur = k_ss - k_si @ inner.solve(np.ascontiguousarray(k_si.T))
    seg = np.hypot(np.diff(x), np.diff(h))
    weight = np.zeros(ns)
    weight[:-1] += seg / 2
    weight[1:] += seg / 2
    return np.linalg.solve(schur, np.diag(weight))


def mean_x(f):
    return (f.sum() - 0.5 * (f[0] + f[-1])) / NX


def harmonic(current):
    """First cosine coefficient divided by the mean."""
    return 2 * mean_x(current * COS) / mean_x(current)


def linear_current(zmap, gap, lam):
    return np.linalg.solve(zmap + lam * np.eye(NX + 1),
                           np.full(NX + 1, gap + lam))


def tafel_current(zmap, gap, lam, zconc=None, delta=0.0, m=0.0):
    """Newton solution of i = (c/c0) exp(overpotential change / slope)."""
    if zconc is None:
        zconc = np.zeros_like(zmap)
    cur = np.ones(NX + 1)
    for _ in range(30):
        e = np.exp((gap - zmap @ cur) / lam)
        r = 1 + m * (delta - zconc @ cur)
        resid = cur - r * e
        if np.abs(resid).max() < 1e-12:
            break
        jac = (np.eye(NX + 1) + m * e[:, None] * zconc
               + (r * e / lam)[:, None] * zmap)
        cur = cur - np.linalg.solve(jac, resid)
    assert np.abs(resid).max() < 1e-10
    return cur


def eps_formula(k, a, lam, gap=None):
    q = k if gap is None else k / np.tanh(k * gap)
    return q * a / (1 + q * lam)


def eps_depletion(k, a, lam, gap, delta, m, follow):
    g = 1 - 1 / np.cosh(k * delta) if follow else 1.0
    return a * (1 / lam + m * g) / (1 + np.tanh(k * gap) / (k * lam)
                                    + m * np.tanh(k * delta) / k)


# ---- tests of the modulation, the spreading resistance and the gap rule ----
worst = 0.0
for kgap in (0.5, 2.0, 8.0):
    flat = surface_map(1.0, 0.0, kgap)
    spread = 2 * mean_x((flat @ COS) * COS)
    assert abs(spread / np.tanh(kgap) - 1) < 5e-3
    zmap = surface_map(1.0, 1e-3, kgap)
    for klam in (0.0, 0.1, 1.0, 10.0):
        num = harmonic(linear_current(zmap, kgap, klam))
        err = abs(num / eps_formula(1.0, 1e-3, klam, kgap) - 1)
        worst = max(worst, err)
assert worst < 5e-3

# ---- wavelength trends at fixed amplitude and fixed kinetic length ----
amp, lam_fix = 1e-3, 1.0
excess, suppression = [], []
for k in (0.2, 1.0, 5.0, 25.0):
    gap = 8.0 / k
    zmap = surface_map(k, amp, gap)
    with_r = harmonic(linear_current(zmap, gap, lam_fix))
    without_r = harmonic(linear_current(zmap, gap, 0.0))
    excess.append(with_r)
    suppression.append(with_r / without_r)
    assert abs(suppression[-1] * (1 + k * lam_fix) - 1) < 1e-2
assert np.all(np.diff(suppression) < 0)      # stronger suppression at short waves
assert np.all(np.diff(excess) > 0)           # yet the excess itself still rises
assert excess[-1] < amp / lam_fix            # and stays below its plateau

# ---- example: iron plating bath, rough typical values ----
temp = 363.0            # K
i0 = 0.050              # A/cm2
kappa = 0.20            # S/cm
alpha = 0.5             # cathodic transfer coefficient
a_mm = 0.020            # mm
gap_mm = 50.0           # mm
conc = 2.0e-3           # mol/cm3
diff = 2.0e-5           # cm2/s
delta_mm = 0.050        # mm
n_el = 2
density, molar = 7.87, 55.85     # g/cm3, g/mol
coat_um = 50.0
h2_share = 0.05
faraday = const.N_A * const.e
b = const.R * temp / (alpha * faraday)       # V
res = b / i0                                 # ohm cm2
lam = 10 * kappa * res                       # mm
i_lim = n_el * faraday * diff * conc / (delta_mm / 10)
u = i0 / i_lim
m = u / ((1 - u) * delta_mm)                 # 1/mm

# ---- Tafel slope rule and depletion formulas, small amplitude ----
worst_dep = 0.0
for wave in (0.2, 1.0, 5.0):
    k, gap, small = 2 * np.pi / wave, 1.5 * wave, 1e-4
    zmap = surface_map(k, small, gap)
    num = harmonic(tafel_current(zmap, gap, lam))
    assert abs(num / eps_formula(k, small, lam, gap) - 1) < 1e-2
    for follow in (True, False):
        zconc = surface_map(k, small, delta_mm, follow)
        num = harmonic(tafel_current(zmap, gap, lam, zconc, delta_mm, m))
        ref = eps_depletion(k, small, lam, gap, delta_mm, m, follow)
        worst_dep = max(worst_dep, abs(num / ref - 1))
assert worst_dep < 1e-2

# ---- finite amplitude at the steepest wavelength of the example ----
k1, gap1 = 2 * np.pi / 1.0, 1.5
zmap = surface_map(k1, a_mm, gap1)
cur_lin = linear_current(zmap, gap1, lam)
cur_taf = tafel_current(zmap, gap1, lam)
eps1 = eps_formula(k1, a_mm, lam)
assert abs(harmonic(cur_lin) / eps1 - 1) < 0.05
assert abs(harmonic(cur_taf) / eps1 - 1) < 0.05

print("INPUTS (rough typical values, iron plating bath)")
print(f"temperature {temp:.0f} K; mean current density {1e3*i0:.0f} mA/cm2")
print(f"conductivity {kappa:.2f} S/cm; transfer coefficient {alpha:.1f}")
print(f"amplitude a {1e3*a_mm:.0f} um; cell gap {gap_mm:.0f} mm")
print(f"Fe(II) {1e3*conc:.1f} mol/L; diffusivity {diff:.1e} cm2/s")
print(f"diffusion layer {1e3*delta_mm:.0f} um; electrons per ion {n_el}")
print(f"iron density {density:.2f} g/cm3; molar mass {molar:.2f} g/mol")
print("KINETIC LENGTH")
print(f"Tafel slope per e-fold b = {1e3*b:.2f} mV")
print(f"charge-transfer resistance R = {res:.3f} ohm cm2")
print(f"kinetic length Lam = {lam:.3f} mm")
print(f"crossover wavelength 2 pi Lam = {2*np.pi*lam:.2f} mm")
print(f"plateau of excess a/Lam = {100*a_mm/lam:.3f} %")
drive = 1e3 * i0 * (a_mm / 10) / kappa
print(f"ohmic driving voltage i0 a/kappa = {drive:.3f} mV")
steep = 0.05
print(f"MODULATION (last column: fixed steepness ka = {steep:.2f})")
print("wave/mm  k*Lam   factor  ka/%    eps/%   eps_fixed_ka/%")
waves = (1.0, 5.0, 20.0, 100.0)
for wave in waves:
    k = 2 * np.pi / wave
    f = 1 / (1 + k * lam)
    print(f"{wave:6.0f} {k*lam:8.3f} {f:7.4f} {100*k*a_mm:7.3f} "
          f"{100*eps_formula(k, a_mm, lam):7.4f} {100*steep*f:7.4f}")
print("VOLTAGE SPLIT (kinetic part, spreading part)")
for wave in waves:
    k = 2 * np.pi / wave
    i1 = i0 * eps_formula(k, a_mm, lam)
    print(f"wave {wave:.0f} mm: {1e3*i1*res:.4f} mV, "
          f"{1e3*i1/(kappa*k*10):.4f} mV")
print("DEPOSIT")
hours = coat_um * 1e-4 * density * n_el * faraday / (molar * i0) / 3600
print(f"time for {coat_um:.0f} um at full efficiency {60*hours:.1f} min")
print(f"time with {100*h2_share:.0f} % of current to hydrogen "
      f"{60*hours/(1-h2_share):.1f} min")
print(f"extra at crest, 1 mm wave: {coat_um*eps1:.3f} um; "
      f"with R = 0: {coat_um*k1*a_mm:.3f} um")
print("NEGLECTED EFFECTS")
print(f"finite amplitude, 1 mm: first harmonic {100*harmonic(cur_lin):.4f} % "
      "(linear)")
print(f"same with full Tafel law: {100*harmonic(cur_taf):.4f} %")
crest = cur_taf[0] / mean_x(cur_taf) - 1
trough = cur_taf[-1] / mean_x(cur_taf) - 1
print(f"full Tafel, crest {100*crest:+.4f} %, trough {100*trough:+.4f} %")
k100 = 2 * np.pi / 100.0
print(f"finite gap, 100 mm: eps = {100*eps_formula(k100, a_mm, lam, gap_mm):.4f} %")
print(f"limiting current {i_lim:.3f} A/cm2; used fraction u = {u:.4f}")
print(f"depletion strength m*Lam = {m*lam:.3f}")
print("eps/% with depletion: edge follows profile, edge flat")
for wave in waves:
    k = 2 * np.pi / wave
    vals = [100 * eps_depletion(k, a_mm, lam, gap_mm, delta_mm, m, fl)
            for fl in (True, False)]
    print(f"wave {wave:.0f} mm: {vals[0]:.4f}, {vals[1]:.4f}")
print("CHECKS")
print(f"largest relative error, modulation formula {worst:.1e}")
print(f"largest relative error, depletion formula {worst_dep:.1e}")
print("success")
```

It prints:

```
INPUTS (rough typical values, iron plating bath)
temperature 363 K; mean current density 50 mA/cm2
conductivity 0.20 S/cm; transfer coefficient 0.5
amplitude a 20 um; cell gap 50 mm
Fe(II) 2.0 mol/L; diffusivity 2.0e-05 cm2/s
diffusion layer 50 um; electrons per ion 2
iron density 7.87 g/cm3; molar mass 55.85 g/mol
KINETIC LENGTH
Tafel slope per e-fold b = 62.56 mV
charge-transfer resistance R = 1.251 ohm cm2
kinetic length Lam = 2.502 mm
crossover wavelength 2 pi Lam = 15.72 mm
plateau of excess a/Lam = 0.799 %
ohmic driving voltage i0 a/kappa = 0.500 mV
MODULATION (last column: fixed steepness ka = 0.05)
wave/mm  k*Lam   factor  ka/%    eps/%   eps_fixed_ka/%
     1   15.724  0.0598  12.566  0.7514  0.2990
     5    3.145  0.2413   2.513  0.6064  1.2064
    20    0.786  0.5599   0.628  0.3518  2.7993
   100    0.157  0.8641   0.126  0.1086  4.3206
VOLTAGE SPLIT (kinetic part, spreading part)
wave 1 mm: 0.4701 mV, 0.0299 mV
wave 5 mm: 0.3794 mV, 0.1206 mV
wave 20 mm: 0.2201 mV, 0.2799 mV
wave 100 mm: 0.0679 mV, 0.4321 mV
DEPOSIT
time for 50 um at full efficiency 45.3 min
time with 5 % of current to hydrogen 47.7 min
extra at crest, 1 mm wave: 0.376 um; with R = 0: 6.283 um
NEGLECTED EFFECTS
finite amplitude, 1 mm: first harmonic 0.7541 % (linear)
same with full Tafel law: 0.7531 %
full Tafel, crest +0.7667 %, trough -0.7398 %
finite gap, 100 mm: eps = 0.1089 %
limiting current 1.544 A/cm2; used fraction u = 0.0324
depletion strength m*Lam = 1.675
eps/% with depletion: edge follows profile, edge flat
wave 1 mm: 0.7871, 1.9508
wave 5 mm: 0.5933, 1.5821
wave 20 mm: 0.3467, 0.9274
wave 100 mm: 0.1084, 0.2901
CHECKS
largest relative error, modulation formula 2.2e-04
largest relative error, depletion formula 9.9e-05
success
```
